# Finite-size corrections for localized defect levels in relaxed and frozen geometries

Consider a point defect or a polaron computed in a periodic supercell, although the object of interest is a single one in an infinite crystal. This problem asks how the finite cell shifts the Kohn–Sham level of the localized state, first in the relaxed geometry of its own charge state and then in the geometry of another.

**Setting.** Atomic units are used. The cell is cubic, with side $L$ and volume $\Omega=L^3$. The level holds $n$ electrons, and the defect charge in units of $e$ is $q=Z-n$, with $Z$ fixed. A charged cell has a uniform neutralizing background, and its mean electrostatic potential is set to zero. Levels and energies are referred to this zero; no further alignment to the host potential far from the defect is applied. Part (c) shows what such an alignment changes. The host is isotropic, with linear, harmonic response: $\varepsilon_\infty$ is its dielectric constant with fixed ions, $\varepsilon_0$ with relaxed ions. A correction is what must be added to the periodic result:

$$E_{\rm corr}=E_{\rm iso}-E_{\rm per},\qquad \epsilon_{\rm corr}=\epsilon_{\rm iso}-\epsilon_{\rm per}.$$

## (a) From total energy to level

**Prove Janak's theorem, and use it to relate $\epsilon_{\rm corr}$ to $E_{\rm corr}$.**

**Solution.** At fixed ions, write the energy as

$$E=\sum_i n_i\langle\psi_i|\hat T|\psi_i\rangle+F[\rho_e],\qquad \rho_e=\sum_i n_i|\psi_i|^2 .$$

Here $\rho_e$ is the electron number density, and $F$ contains the external, Hartree and exchange-correlation energies. With $v=\delta F/\delta\rho_e$, stationarity for orthonormal orbitals gives $\hat h\psi_i=\epsilon_i\psi_i$, where $\hat h=\hat T+v$.

Now change the occupation $n_k$ and let all orbitals respond. The explicit dependence on $n_k$ gives $\langle\psi_k|\hat T+v|\psi_k\rangle=\epsilon_k$. The response of the orbitals gives

$$\sum_i n_i\left(\langle\partial\psi_i|\hat h|\psi_i\rangle+\langle\psi_i|\hat h|\partial\psi_i\rangle\right)
=\sum_i n_i\epsilon_i\,\frac{\partial}{\partial n_k}\langle\psi_i|\psi_i\rangle=0,$$

because the norms stay equal to one. Hence $\partial E/\partial n_k=\epsilon_k$. This requires a functional that is differentiable in the occupation.

For the defect level $dq=-dn$, so $\epsilon=-\partial E/\partial q$ at fixed ions. The relation holds for the isolated and for the periodic system. Subtracting one from the other,

$$\epsilon_{\rm corr}=-\left.\frac{\partial E_{\rm corr}}{\partial q}\right|_{\rm ions}. \tag{1}$$

## (b) A compact charge in a periodic cell

**Find $E_{\rm corr}$ for a spherical charge density $\rho$ in vacuum, including the first term beyond the point charge. Its total charge is $q$, its second moment is $Q_2=\int\rho\,r^2d^3r$, and it is well contained in the cell.**

**Solution.** Let $w(\mathbf r)$ be the periodic potential of a unit point charge with background, minus $1/r$. The source at the origin cancels in this difference. Inside the sphere $r<L$, which contains no image, only the background of density $-1/\Omega$ remains as a source, so Poisson's equation gives

$$\nabla^2w=\frac{4\pi}{\Omega}.$$

The value at the origin scales as $1/L$; write it as $w(0)=-\alpha/L$.

To find $\alpha$, split $1/r$ into $\mathrm{erfc}(\eta r)/r$ and $\mathrm{erf}(\eta r)/r$. The first part is summed over lattice vectors $\mathbf R$, the second over reciprocal vectors $\mathbf G$. The zero-mean convention removes the average of the short-range part, $\pi/(\eta^2\Omega)$. At the origin, $[\mathrm{erfc}(\eta r)-1]/r\to-2\eta/\sqrt\pi$. Therefore

$$-\frac{\alpha}{L}=\sum_{\mathbf R\ne0}\frac{\mathrm{erfc}(\eta R)}{R}
+\frac{4\pi}{\Omega}\sum_{\mathbf G\neq0}\frac{e^{-G^2/4\eta^2}}{G^2}
-\frac{\pi}{\eta^2\Omega}-\frac{2\eta}{\sqrt\pi}.$$

The result is $\alpha=2.837297$; two different values of $\eta$ agree, as they must.

The energy difference for an extended charge is

$$E_{\rm per}-E_{\rm iso}=\frac12\iint\rho(\mathbf r)\rho(\mathbf r')\,w(\mathbf r-\mathbf r')\,d^3r\,d^3r'.$$

A function with constant Laplacian $c$ has, on a sphere of radius $a$, a mean equal to its central value plus $ca^2/6$: subtracting $c|\mathbf r-\mathbf r_{\rm centre}|^2/6$ leaves a harmonic function, whose mean is its central value. Averaging first over the directions of $\mathbf r$ and then over those of $\mathbf r'$ replaces $w$ by

$$-\frac{\alpha}{L}+\frac{2\pi}{3\Omega}(r^2+r'^2).$$

The two quadratic terms each contribute $qQ_2$ to the double integral. With the prefactor $1/2$ and the sign reversed,

$$E_{\rm corr}=\frac{\alpha q^2}{2L}-\frac{2\pi qQ_2}{3L^3}. \tag{2}$$

The first term is positive: the background lowers the energy of the periodic charge, and the correction restores it.

## (c) The factor of two and its condition

**Express $\epsilon_{\rm corr}$ through $E_{\rm corr}/q$. When does the relation fail?**

**Solution.** If $E_{\rm corr}=Aq^2$ with $A$ independent of $q$, equation (1) gives

$$\epsilon_{\rm corr}=-2Aq=-\frac{2E_{\rm corr}}{q}. \tag{3}$$

The factor 2 is the exponent of $q$. The minus sign comes from the electron: adding one lowers $q$. At $q=0$ the ratio is read as its limit, zero.

The leading term of (2) is quadratic. The next one need not be. Take a rigid core of charge $Z$ and mean square radius $s_c^2$, and a rigid orbital of mean square radius $s^2$. Then

$$Q_2=Zs_c^2-(Z-q)s^2=qs^2+Z(s_c^2-s^2).$$

Inserting this in (2) gives $E_{\rm corr}=Aq^2+Bq$, with

$$A=\frac{\alpha}{2L}-\frac{2\pi s^2}{3L^3},\qquad
B=-\frac{2\pi Z(s_c^2-s^2)}{3L^3}.$$

Now $-\partial E_{\rm corr}/\partial q=-2Aq-B$, while $-2E_{\rm corr}/q=-2Aq-2B$. Thus

$$\epsilon_{\rm corr}=-\frac{2E_{\rm corr}}{q}+B .$$

Equation (1) survives; with the zero-mean reference, equation (3) misses the level correction by $B$, a term of order $L^{-3}$. It comes from the part of the charge distribution that does not scale with $q$: the neutral combination of core and full orbital, with second moment $Z(s_c^2-s^2)$. By the averaging of part (b), this neutral charge shifts the potential of the periodic cell relative to the isolated one by $2\pi Z(s_c^2-s^2)/(3\Omega)=-B$, and the shift is the same throughout the cell. The electron's potential energy is therefore shifted by $B$. Thus $B$ is the potential-alignment term. If the level is referred to the host potential far from the defect in the neutral cell, its correction becomes $-2Aq$. If the alignment term $Bq$ is also taken out of the energy, (3) holds again for the remaining $Aq^2$. The term $B$ must be added only when no such alignment is made.

For example, a Gaussian density $\propto e^{-pr^2}$ has mean square radius $3/(2p)$. Exponents of $0.2$ and $0.5\ \mathrm{bohr}^{-2}$ for core and orbital give $s_c^2=7.5$ and $s^2=3.0\ \mathrm{bohr}^2$. For $Z=2$ and $L=20$ bohr in vacuum,

$$B=-\frac{2\pi\times2\times4.5}{3\times8000}\ \text{hartree}=-64.1\ \text{meV}.$$

The error computed directly from the lattice sums at $q=1$ has the same value.

## (d) Electronic and ionic screening

**The free charge $\rho$ of the defect induces an electronic polarization charge $\rho_{\rm el}$ and an ionic one $\rho_{\rm ion}$. Find the energy when the electrons respond at given $\rho_{\rm ion}$, and then when the ions relax too.**

**Solution.** A harmonic medium of susceptibility $\chi$, defined by $4\pi\mathbf P=\chi\mathbf E$, pays $2\pi P^2/\chi$ per volume for its polarization. For a longitudinal Fourier component, $|P_{\mathbf G}|^2=|\rho_{{\rm pol},\mathbf G}|^2/G^2$. The cost therefore equals $|\rho_{{\rm pol},\mathbf G}|^2/(2\chi)$ times $4\pi/G^2$, the same kernel as in the Coulomb energy. In units of that kernel, and with components taken real, each one has the energy

$$u=\tfrac12(\rho+\rho_{\rm el}+\rho_{\rm ion})^2+\frac{\rho_{\rm el}^2}{2\chi_{\rm el}}+\frac{\rho_{\rm ion}^2}{2\chi_{\rm ion}},\qquad \chi_{\rm el}=\varepsilon_\infty-1 .$$

Let $s=\rho+\rho_{\rm ion}$. Setting $\partial u/\partial\rho_{\rm el}=0$ gives $s+\rho_{\rm el}(1+1/\chi_{\rm el})=0$, so

$$\rho_{\rm el}=-\frac{\chi_{\rm el}}{\varepsilon_\infty}s,\qquad s+\rho_{\rm el}=\frac{s}{\varepsilon_\infty}.$$

The first two terms of $u$ become $s^2(1+\chi_{\rm el})/(2\varepsilon_\infty^2)=s^2/(2\varepsilon_\infty)$, and

$$u=\frac{(\rho+\rho_{\rm ion})^2}{2\varepsilon_\infty}+\frac{\rho_{\rm ion}^2}{2\chi_{\rm ion}}. \tag{4}$$

Relaxing the ions means $(\rho+\rho_{\rm ion})/\varepsilon_\infty+\rho_{\rm ion}/\chi_{\rm ion}=0$, hence $\rho_{\rm ion}=-\chi_{\rm ion}\rho/(\varepsilon_\infty+\chi_{\rm ion})$. The total charge is then $\rho/(\varepsilon_\infty+\chi_{\rm ion})$. By definition of the static constant it is $\rho/\varepsilon_0$, which fixes $\chi_{\rm ion}=\varepsilon_0-\varepsilon_\infty$. Thus

$$\rho_{\rm ion}=-\left(1-\frac{\varepsilon_\infty}{\varepsilon_0}\right)\rho,\qquad
u=\frac{\rho^2}{2\varepsilon_0^2}\left[\varepsilon_\infty+(\varepsilon_0-\varepsilon_\infty)\right]=\frac{\rho^2}{2\varepsilon_0}. \tag{5}$$

The ionic charge localized at the defect is therefore

$$q_{\rm pol}=-q\left(1-\frac{\varepsilon_\infty}{\varepsilon_0}\right). \tag{6}$$

Polarization creates no net charge. In the isolated crystal the compensating $-q_{\rm pol}$ lies at infinity; in the supercell it is spread uniformly. This is why $q_{\rm pol}$ contributes to the finite-size errors of energies and levels, like a free charge with a background.

## (e) The level in its own relaxed geometry

**Let $R_q$ be the geometry relaxed for charge $q$. Find the leading level correction there. Which dielectric constant enters, given that Janak's derivative is taken at fixed ions?**

**Solution.** By (5), relaxed ions divide the Coulomb energy by $\varepsilon_0$. Define

$$E_m(Q,\varepsilon)=\frac{\alpha Q^2}{2\varepsilon L}.$$

The relaxed energy correction is $E_m(q,\varepsilon_0)$ to leading order. Its total derivative includes the motion of the ions:

$$\frac{dE}{dq}=\left.\frac{\partial E}{\partial q}\right|_{\rm ions}+\sum_a\frac{\partial E}{\partial\mathbf R_a}\cdot\frac{d\mathbf R_a}{dq}.$$

In the relaxed geometry the forces vanish, and so does the sum. The derivative of the relaxed energy therefore equals Janak's derivative, in both the periodic and the isolated system:

$$\epsilon_{\rm corr}(q,R_q)=-\frac{2E_m(q,\varepsilon_0)}{q}=-\frac{\alpha q}{\varepsilon_0L}. \tag{7}$$

The static constant enters although the ions are held fixed in the derivative. The reason is visible in the charge that the orbital sees: $(q+q_{\rm pol})/\varepsilon_\infty=q/\varepsilon_0$. The displaced ions already carry the static screening.

## (f) The level in the geometry of another charge state

**Keep the ions in $R_q$ and change the charge to $q'$. Find the energy and level corrections, and examine their limits.**

**Solution.** The ionic charge stays $q_{\rm pol}$, set by $q$, while the electrons respond to $q'$. Each squared charge in (4), multiplied by the Coulomb kernel, acquires the leading shift of (2):

$$E_{\rm corr}(q',R_q)=\frac{\alpha}{2L}\left[\frac{(q'+q_{\rm pol})^2}{\varepsilon_\infty}+\frac{q_{\rm pol}^2}{\varepsilon_0-\varepsilon_\infty}\right]. \tag{8}$$

For $q'=q$ this must equal $E_m(q,\varepsilon_0)$, by (5). That condition expresses the last term as

$$\frac{\alpha q_{\rm pol}^2}{2L(\varepsilon_0-\varepsilon_\infty)}=E_m(q,\varepsilon_0)-E_m(q+q_{\rm pol},\varepsilon_\infty),$$

and (8) becomes

$$E_{\rm corr}(q',R_q)=E_m(q,\varepsilon_0)+E_m(q'+q_{\rm pol},\varepsilon_\infty)-E_m(q+q_{\rm pol},\varepsilon_\infty). \tag{9}$$

Only the middle term depends on $q'$ at fixed ions. Equation (1) then gives

$$\epsilon_{\rm corr}(q',R_q)=-\frac{2E_m(q'+q_{\rm pol},\varepsilon_\infty)}{q'+q_{\rm pol}}=-\frac{\alpha(q'+q_{\rm pol})}{\varepsilon_\infty L}. \tag{10}$$

The factor 2 now belongs to the energy $E_m$ of the combined charge $q'+q_{\rm pol}$. For the whole of (9), the relation $\epsilon_{\rm corr}=-2E_{\rm corr}/q'$, with the actual charge $q'$ as divisor, holds only if $q'=q$ or $q_{\rm pol}=0$. If $q'+q_{\rm pol}=0$, the first form is read as its limit, zero.

The limits are as follows.

- For $q'=q$, equation (7) returns.
- For $q=0$ the ionic polarization carries no net localized charge, $q_{\rm pol}=0$, and the level of a charge created at fixed ions is corrected by $-\alpha q'/(\varepsilon_\infty L)$.
- For $q'=0$ the correction is $-\alpha q_{\rm pol}/(\varepsilon_\infty L)$. A neutral cell still needs one, because its frozen ions carry a localized charge.
- For $\varepsilon_0\to\infty$, $q_{\rm pol}\to-q$. The relaxed state needs no leading correction, but a vertical change of charge does.

An electron polaron illustrates the signs. It has $q=-1$ and $q_{\rm pol}=1-\varepsilon_\infty/\varepsilon_0>0$. The correction raises its occupied level by $\alpha/(\varepsilon_0L)$; it lowers the empty level in the same distorted geometry by $\alpha q_{\rm pol}/(\varepsilon_\infty L)$.

Vertical energy differences provide a consistency check. From (9),

$$E_{\rm corr}(q',R_q)-E_{\rm corr}(q,R_q)=\frac{\alpha(q'-q)(q'+q+2q_{\rm pol})}{2\varepsilon_\infty L},$$

which is $-(q'-q)$ times the mean of the two level corrections. This is the integral of (1), since the level correction is linear in the charge.

**What is neglected.** The leading shift is constant over the compact charge and does not deform it. The next part of the potential, of order $r^2/L^3$, shifts energies and levels directly through the second moments of the charges, as in the second term of (2), and it also deforms the orbital and the ionic charge at the same order. For compact, spherical charge the formulas therefore leave remainders of order $L^{-3}$. They fail for an orbital that reaches its images, and they do not apply to delocalized band states.

## (g) A model defect

**Apply the formulas to a level in a host with $\varepsilon_\infty=3$ and $\varepsilon_0=10$, with ions relaxed for $q=1$, and compare them with direct calculations.**

**Solution.** The model has a Gaussian core charge $Z=2$, a short-range Gaussian well and one self-consistent orbital, treated at the Hartree level in a basis of four Gaussian $s$ functions. The digits quoted below refer to this basis. A basis of nine functions lowers the isolated $q'=0$ level by about 0.05 eV, changes $Q_2$ and the $L^{-3}$ energy term by about 5%, and moves the level corrections at 20 bohr by at most 0.002 eV. The host is the harmonic continuum of part (d). The same problem is solved with the isolated and with the periodic Coulomb interaction, so the true corrections are known within the model. There is no exchange-correlation, no atomic structure and no overlap of the orbital with periodic images: the comparison concerns the electrostatics, not a material. In the isolated $q=1$ state the orbital has an rms radius of about 2.0 bohr, small against the cells of 20 to 40 bohr.

*Janak's theorem.* At $L=20$ bohr and $q=1$, the level is $-8.42500$ eV. The numerical slope $dE/dn$ has this value with the ions frozen and also with the ions relaxed at each occupation, as part (e) requires.

*Relaxed state, $L=20$ bohr.* The energy correction is

$$E_m(1,\varepsilon_0)=\frac{2.8373}{2\times10\times20}=0.00709\ \text{hartree}=0.193\ \text{eV}.$$

The level correction is $-2$ times this, $-0.386$ eV; the directly computed one is $-0.384$ eV.

*Frozen geometry, $L=20$ bohr.* Equation (6) gives $q_{\rm pol}=-(1-0.3)=-0.70$. For $q'=0$,

$$\epsilon_{\rm corr}=-\frac{2.8373\times(-0.70)}{3\times20}=0.0331\ \text{hartree}=0.901\ \text{eV},$$

against a true value of 0.878 eV. For $q'=2$ the combined charge is $1.30$, and the formula gives $-1.673$ eV against $-1.653$ eV.

The energy correction for $q'=0$ follows from (9):

$$\frac{2.8373}{40}\left[\frac{1}{10}+\frac{0.49}{3}-\frac{0.09}{3}\right]=0.0166\ \text{hartree}=0.450\ \text{eV}.$$

The direct result is 0.442 eV. The vertical change from $q=1$ to $q'=0$ thus has the correction $0.450-0.193=0.257$ eV, which equals the mean level correction, $(0.901-0.386)/2$ eV.

*Dependence on cell size.* For $q'=0$ the isolated level is $-4.5985$ eV. The periodic level misses it by 0.878 eV at 20 bohr and still by 0.448 eV at 40 bohr. The corrected level misses it by 0.023 eV and 0.003 eV. Doubling $L$ thus halves the raw error but divides the remaining one by about eight. Tests on all three charge states confirm the $L^{-3}$ law for levels and energies: the remainder times $L^3$ is constant within 5% over the three cells.

For the relaxed energy even the coefficient can be predicted. That energy is stationary in the orbital and the ions, so their deformation does not enter at order $L^{-3}$, and the second term of (2), divided by $\varepsilon_0$, suffices. Here $Q_2=-1.07\ \mathrm{bohr}^2$; it is negative although $q$ is positive, because $Q_2=2s_c^2-s^2$ and the mean square radius of the orbital, $4.07\ \mathrm{bohr}^2$, exceeds twice that of the core, $2\times1.5\ \mathrm{bohr}^2$ for the core exponent $1.0\ \mathrm{bohr}^{-2}$. The term is $+0.76$ meV at 20 bohr, and it agrees with the computed remainder within the tested 2%.

*Ignoring the frozen ions.* Suppose the level correction were taken as $-\alpha q'/(\varepsilon L)$, without $q_{\rm pol}$. For $q'=0$ this gives zero for either constant, and the whole error of 0.878 eV at 20 bohr remains. For $q'=2$ it gives $-0.772$ eV with $\varepsilon_0$ and $-2.574$ eV with $\varepsilon_\infty$, on either side of the true $-1.653$ eV. In the relaxed state $q'=q=1$, the static constant gives the correct leading term. Once the charge is changed at fixed ions in a geometry relaxed for $q\neq0$, neither constant alone suffices: the electrons follow the new charge, while the ions retain the polarization of the old one. The numerical output lists the remaining cells and charge states.

## Calculated quantities

```
Madelung constant alpha = 2.837297
eps_inf = 3.0, eps_0 = 10.0, core charge Z = 2 e
core Gaussian exponent = 1.0 bohr^-2
well depth = 1.0 hartree, exponent = 0.2 bohr^-2
basis exponents (bohr^-2): 0.1 0.2 0.4 0.8
geometry charge q = 1 e, q_pol = -0.70 e
rms orbital radius, isolated q=1: 2.016 bohr
second moment of free charge, q=1: -1.0660 e bohr^2
Janak test, L=20 bohr, q=1 (eV):
  level -8.42500
  dE/dn ions frozen -8.42500
  dE/dn ions relaxed -8.42500
Isolated levels in geometry of q=1 (eV):
  q'=0: -4.5985
  q'=1: -8.8088
  q'=2: -13.4293
Levels (eV): periodic | true corr. | formula | corrected
  L=20 bohr q'=0: -5.4763 | 0.8778 | 0.9007 | -4.5755
  L=20 bohr q'=1: -8.4250 | -0.3838 | -0.3860 | -8.8110
  L=20 bohr q'=2: -11.7762 | -1.6531 | -1.6728 | -13.4490
  L=30 bohr q'=0: -5.1922 | 0.5937 | 0.6005 | -4.5917
  L=30 bohr q'=1: -8.5521 | -0.2567 | -0.2574 | -8.8094
  L=30 bohr q'=2: -12.3199 | -1.1094 | -1.1152 | -13.4351
  L=40 bohr q'=0: -5.0460 | 0.4475 | 0.4504 | -4.5956
  L=40 bohr q'=1: -8.6160 | -0.1927 | -0.1930 | -8.8091
  L=40 bohr q'=2: -12.5954 | -0.8339 | -0.8364 | -13.4318
Energy corrections (eV): true | formula
  L=20 bohr q'=0: 0.4415 | 0.4504
  L=20 bohr q'=1: 0.1938 | 0.1930
  L=20 bohr q'=2: 1.2117 | 1.2224
  L=30 bohr q'=0: 0.2976 | 0.3002
  L=30 bohr q'=1: 0.1289 | 0.1287
  L=30 bohr q'=2: 0.8118 | 0.8150
  L=40 bohr q'=0: 0.2241 | 0.2252
  L=40 bohr q'=1: 0.0966 | 0.0965
  L=40 bohr q'=2: 0.6099 | 0.6112
Naive level corr., L=20 bohr (eV): with eps_0 | with eps_inf
  q'=0: 0.0000 | 0.0000
  q'=1: -0.3860 | -1.2868
  q'=2: -0.7721 | -2.5736
L^-3 energy term, q=1, L=20 bohr: 0.759 meV
Rigid charges in vacuum, exponents 0.2 and 0.5 bohr^-2, L=20 bohr:
  error of factor 2, computed: -64.115 meV
  linear coefficient B, formula: -64.115 meV
```
